Why Hartree-Fock energies need the exchange ladder in an electron gas

Push an electron gas with a weak potential energy U exp(iq·r − iωt), oscillating so fast that the electrons hardly move in one period. Inertia then decides the response. Newton's law, −iωm**u** = −i**q**U, gives the velocity **u** = **q**U/(mω). Conservation of particles, −iω δn + in**q**·**u** = 0, turns it into a density change

δn = χU,  χ → nq²/(mω²).  (1)

Forces between the electrons change only through the displacements, which are already of order 1/ω², so they enter at higher order.

The same limit constrains the excitation spectrum. For N electrons in a volume V with inversion symmetry, excitation energies E_j and density matrix elements ρ_j give

χ = (1/V) Σ_j |ρ_j|² 2E_j/[(ħω)² − E_j²].

Its high-frequency limit is (2/V) Σ_j E_j|ρ_j|²/(ħω)², and comparison with (1) yields the f-sum rule

Σ_j E_j|ρ_j|² = Nħ²q²/2m.  (2)

Now suppose the electrons are given Hartree-Fock energies and respond independently. The high-frequency response comes out too large, as if the electrons had become lighter. The reason can be followed line by line in a mean-field model.

**The model**

Take equal numbers of both spins, a neutralizing background, and a Fermi sea with occupations f_k = 1 or 0 for each spin. The interaction is v(p) = e²/(ε0p²). The exchange operator has the kernel −v(r−r′)ρ(r,r′), where ρ is the density matrix of one spin. Multiplication by v(r−r′) adds the same momentum to both indices of ρ, so the exchange element between k+q and k is

−(1/V) Σ_k′ v(k−k′) ρ_{k′+q,k′}.  (3)

In the undisturbed gas only q = 0 contributes, and (3) is the self-energy

Σ_k = −(1/V) Σ_k′ v(k−k′) f_k′.

The single-particle energies are ε_k = ħ²k²/2m + Σ_k. For a fixed nonzero q define

g_k = f_k − f_{k+q},
T_k = ħ²(|k+q|² − k²)/2m,
S_k = Σ_{k+q} − Σ_k,
D_k = T_k + S_k.

The density matrix obeys iħ dρ/dt = [h,ρ], where h is the mean-field Hamiltonian. Let δρ_k be the small element ρ_{k+q,k} at frequency ω. To first order the commutator has two parts. The undisturbed h acting on δρ gives D_kδρ_k, and the disturbance δh acting on the occupations gives δh_k f_k − f_{k+q}δh_k = g_kδh_k. Hence

(ħω − D_k)δρ_k = g_k[U + v(q)δn − (1/V) Σ_k′ v(k−k′)δρ_k′],  (4)

with δn = (2/V) Σ_k δρ_k, the 2 counting spins. The second term in the bracket is the Hartree field. The third is (3) again, now for the disturbed part of ρ. Iterating it produces repeated exchange scattering of the electron-hole pair, the ladder.

Without the Hartree term, and with a separate unit source for each pair, (4) is the four-point (Bethe-Salpeter) equation for this static interaction:

(ħω − D_k)L_kk′ = g_k[δ_kk′ − (1/V) Σ_p v(k−p)L_pk′].

Self-energy and ladder are thus one Fock term, evaluated on the undisturbed and on the disturbed density matrix.

**What the energies do alone**

Keep only U in the bracket of (4). At high frequency

δρ_k = g_kU[1/ħω + D_k/(ħω)² + …].

The first term drops out of the density, because Σ_k f_{k+q} = Σ_k f_k and so Σ_k g_k = 0. The second gives (ħω)²χ → (2/V) Σ_k g_k(T_k + S_k).

For the kinetic part, shift k to k−q in the term with f_{k+q}:

F = (2/V) Σ_k g_kT_k = (2/V) Σ_k f_k(T_k − T_{k−q}).

Since T_k = ħ²(2k·q + q²)/2m and T_{k−q} = ħ²(2k·q − q²)/2m, the difference is ħ²q²/m. With n = (2/V) Σ_k f_k this makes F = nħ²q²/m, the coefficient required by (1).

For the exchange part, shift k′ to k′+q in Σ_{k+q}, which becomes −(1/V) Σ_k′ v(k−k′)f_{k′+q}. Subtracting Σ_k gives

S_k = (1/V) Σ_k′ v(k−k′)g_k′.  (5)

The excess over F is therefore

X = (2/V) Σ_k g_kS_k = (2/V²) Σ_k Σ_k′ g_k v(k−k′) g_k′.

To find its sign, write v(k−k′) as the Fourier integral of v(r) = e²/(4πε0r). The sum (1/V) Σ_k g_k exp(ik·r) equals ρ₁(r)[1 − exp(−iq·r)], where ρ₁(r) = (1/V) Σ_k f_k exp(ik·r). Its squared modulus is 2ρ₁²(1 − cos q·r), so

X = 4∫d³r v(r) ρ₁(r)² (1 − cos q·r) > 0.  (6)

A moving gas shows the meaning. Displace the whole sea by K in momentum. The Fock term then gives Σ_{k−K}: the exchange field travels with the electrons, its gradient averages to zero over the displaced sea, and the mean velocity is ħK/m. If the field is frozen at Σ_k, which rises with k, its gradient adds to the mean velocity. The electrons then seem lighter.

**What the ladder restores**

Return to the full equation (4) and sum it over k. The terms with U and v(q)δn multiply Σ_k g_k = 0. Since v is even, (5) turns the ladder term into

−(1/V) Σ_k Σ_k′ g_k v(k−k′)δρ_k′ = −Σ_k′ S_k′δρ_k′.

It cancels the S_k part of D_k, leaving

ħω Σ_k δρ_k = Σ_k T_kδρ_k.  (7)

Because T_k = ħq·[ħ(k+q/2)/m], this is the continuity equation with the ordinary current. Without the ladder, Σ_k S_kδρ_k remains on the right as a spurious source of particles. At high frequency δρ_k → g_kU/ħω, and (7) gives ħω δn → FU/ħω. This is (1).

Equation (5) is the Ward identity in its working form. To see the vertex in it, write δρ_k = g_kΓ_k/(ħω − D_k), where Γ_k is the source dressed by the ladder. For a bare source γ_k,

Γ_k = γ_k − (1/V) Σ_k′ v(k−k′) g_k′Γ_k′/(ħω − D_k′).

Choose γ_k = ħω − T_k, the combination of density and current that appears in (7), and try Γ_k = ħω − D_k. The fraction reduces to g_k′, the sum is S_k by (5), and the right side is ħω − T_k − S_k, as required. With the mean-field Green function G⁻¹(k,E) = E − ε_k the solution reads

Γ_k = G⁻¹(k+q, E+ħω) − G⁻¹(k, E).

The self-energy on the right fixes the vertex on the left.

The sum rule does not demand a self-energy; it demands a match. Let the energies use an interaction v_Σ and the ladder another static interaction v_L. Inserting δρ_k ≈ g_kU/ħω into the ladder term of (4) adds −X[v_L] to the coefficient, so

(ħω)²χ → F + X[v_Σ] − X[v_L].  (8)

Bare energies without a ladder satisfy the rule. Bare energies with a ladder fall short by X. The rule asks only that X[v_Σ] = X[v_L], a single number at each q. The continuity equation (7) asks more: it needs (5) for every k, which using the same interaction in both places guarantees.

**A box with 26 pairs**

Let a sphere of radius r_s a0, with r_s = 2 and a0 the Bohr radius, hold one electron on average. Put 66 electrons in a periodic cube, whose edge is then 0.689 nm. They fill, with both spins, the 33 momenta (2π/L)**n** with |**n**|² ≤ 4, L being the edge. For the smallest momentum transfer, q = 2π/L = 9.11 nm⁻¹, g_k is nonzero for 26 values of k.

Here ħ²q²/2m = 3.164 eV, so (2) requires 66 × 3.164 eV = 208.8 eV. The ladder elements are v(k−k′)/V = 0.6648 eV/|**n**−**n**′|². For **n** = **n**′ the factor 1/|**n**−**n**′|² is replaced by 8.914, the value that makes the lattice sum of a smooth function divided by |**n**|² agree with the integral when the function varies slowly. The self-energy uses the same value.

In the normalization of (2) the excess is VX/2 = 193.8 eV. The equal-momentum terms supply 26 × 8.914 × 0.6648 eV = 154.1 eV of it. Diagonalizing (4) without U gives these sums over positive excitation energies:

- bare energies, no ladder: 208.8 eV
- Hartree-Fock energies, no ladder: 402.6 eV
- Hartree-Fock energies with ladder: 208.8 eV
- the same with the Hartree field: 208.8 eV

The second value is 208.8 + 193.8 eV, or 1.93 times the required one. The lowest excitation energies in the four cases are 3.16, 9.01, 2.58 and 3.05 eV. Three different spectra satisfy the rule, so satisfying it does not certify individual energies.

Two mismatched choices follow from (8); the values quoted are its high-frequency coefficient in the normalization of (2), not sums from a diagonalization. Bare energies with the ladder leave 208.8 − 193.8 = 15.1 eV from the unrounded values, 7% of the requirement. If the energies keep the bare Coulomb interaction but the ladder uses e²/[ε0(p² + k_F²)], with k_F the Fermi wave number, the ladder removes only 13.8 eV. The coefficient stays at 388.8 eV, 1.86 times the requirement.

The fault is not confined to high frequency. At ħω = 12 + i eV, solving (4) with Hartree-Fock energies but neither ladder nor Hartree field violates (7) by 40% of |ħωΣδρ|.

**The size of the error in a large gas**

In an infinite gas, set Q = q/k_F and t = p/k_F. The Fourier transform of ρ₁² is the overlap of two Fermi spheres displaced by p, divided by (2π)³. The overlap consists of two caps of height h = 1 − t/2 in units of k_F. Relative to a full sphere it is

a(t) = h²(3−h)/2 = 1 − 3t/4 + t³/16 for t < 2,

and zero beyond. The transform is k_F³a(t)/(6π²). In (6), cos q·r displaces this transform by q; shifting the integration variable moves the displacement onto v. The angular average of 1/|p−q|² is ln|(p+q)/(p−q)|/(2pq), so

X = [e²k_F⁴/(3π⁴ε0)] I,
I = ∫₀² dt a(t){1 − (t/2Q) ln|(t+Q)/(t−Q)|}.

With e²/ε0 = 4πħ²/(ma0), n = k_F³/(3π²) and F = nħ²q²/m,

X/F = 4I/(πk_F a0 Q²).  (9)

The integral is elementary. Let Λ = ln|(2+Q)/(2−Q)|, M = ln|(4−Q²)/Q²| and J_s = ∫₀² dt tˢ ln|(t+Q)/(t−Q)|. Integration by parts gives

J_s = [2ˢ⁺¹Λ + 2Q P∫₀² dt tˢ⁺¹/(t²−Q²)]/(s+1),

where P denotes the principal value. Polynomial division makes the remaining integrals 2 − QΛ/2, 2 + Q²M/2 and 4 + 2Q² + Q⁴M/2 for s = 1, 2 and 4. Thus

J₁ = 2Q + (2 − Q²/2)Λ,
J₂ = 8Λ/3 + 4Q/3 + Q³M/3,
J₄ = 32Λ/5 + 8Q/5 + 4Q³/5 + Q⁵M/5.

Since ∫₀² a dt = 3/4, I = 3/4 − (J₁ − 3J₂/4 + J₄/16)/(2Q), or

I = 1/5 − Q²/40 − [1/(5Q) − Q/4]Λ + (Q²/8 − Q⁴/160)M.

For small Q, Λ ≈ Q + Q³/12 and M ≈ 2 ln(2/Q). The constants 1/5 cancel, and the Q² terms add to −1/40 − 1/60 + 1/4 = 5/24. Therefore

X/F → [ln(2k_F/q) + 5/6]/(πk_F a0).

The relative error grows at long wavelength. Equation (6) shows why: for small q the angular average of 1 − cos q·r is q²r²/6, while ρ₁² decays as 1/r⁴ apart from oscillations. With v ∝ 1/r the radial integrand falls as 1/r, and the integral grows logarithmically until r reaches about 1/q.

At r_s = 2, k_F a0 = 0.960. For Q = 0.5, I = 0.1368 and X/F = 4 × 0.1368/(π × 0.960 × 0.25) = 0.73. The ratio is 2.03 at Q = 0.01 and 0.10 at Q = 3. At fixed Q it is proportional to r_s, so it vanishes in the high-density limit.

The small box has X/F = 0.93, against 0.72 from (9) at its own q/k_F = 0.503. With 4218 electrons at nearly the same q/k_F the box value is 0.735, within 1.5% of (9). The box thus exaggerates the size of the violation, while the cancellation by the ladder holds at either size.

**Where the argument stops**

The coefficient in (8) is algebraic. Reading it as the sum (2) over real excitation energies is safe when the modes at the given q are stable. Multiplying (4) by g_k, with g_k² = 1, shows that the modes are governed by the symmetric matrix with diagonal part g_kD_k plus the Hartree and ladder kernels; stability of these modes means that this matrix is positive, as it is in the four diagonalized cases. This concerns one q and equal disturbance of both spins, not the stability of the whole state, and it depends on density: in the box at this q, Hartree-Fock energies with the ladder lose positivity near r_s = 4.1 without the Hartree field and near r_s = 8.8 with it. Otherwise modes can have complex frequencies or negative weight, and (2) then loses its meaning as a sum over a spectrum. Bare energies with the ladder fail the condition in the box: for the pairs with |T_k| = 3.164 eV the diagonal element 3.164 eV − 8.914 × 0.6648 eV is negative, so the 15.1 eV found there is only the high-frequency coefficient. The proof also uses an instantaneous interaction. An energy-dependent self-energy needs a separate derivation, with a kernel that follows its change when the density matrix is disturbed.

All numerical values are calculated from the stated model.
